# Do dose, mean and variance fix an implant's junction depth?: a numerical check

```python
# Result under test: two implant profiles with equal dose, mean and variance
# have different junction depths. With L = ln(Gaussian peak / background):
#   Gaussian:           x_j = R + sigma*sqrt(2 L)
#   double exponential: x_j = R + (sigma/sqrt 2)*(L + ln(pi)/2)
# Q: dose (cm^-2), R: mean depth (nm), sigma: standard deviation (nm),
# b = sigma/sqrt 2: decay length (nm), NB: background doping (cm^-3).
# The junction is the deeper point where the profile equals NB.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, fsolve
from scipy.special import erfc

CM = 1e-7                      # one nm in cm
Q, R, SIGMA, NB = 1e14, 300.0, 80.0, 1e15
B = SIGMA / np.sqrt(2)


def gaussian(x, mean=R, sd=SIGMA, dose=Q):
    return dose / (np.sqrt(2*np.pi)*sd*CM) * np.exp(-(x-mean)**2/(2*sd**2))


def double_exp(x, mean=R, sd=SIGMA, dose=Q):
    decay = sd / np.sqrt(2)
    return dose / (2*decay*CM) * np.exp(-np.abs(x-mean)/decay)


def integrate(f, lower, center, width):
    inner = [center-6*width, center, center+6*width]
    edges = [lower] + [e for e in inner if e > lower] + [center+40*width]
    return sum(quad(f, a, c, epsabs=0, epsrel=1e-10, limit=200)[0]
               for a, c in zip(edges[:-1], edges[1:]))


def moments(profile, lower, center=R, width=SIGMA):
    """Dose (cm^-2), mean (nm), variance (nm^2) of the part above lower."""
    m0, m1, m2 = [integrate(lambda x: profile(x)*(x-center)**k,
                            lower, center, width) for k in range(3)]
    return m0*CM, center + m1/m0, m2/m0 - (m1/m0)**2


def find_junction(profile, background=NB, start=R):
    return brentq(lambda x: np.log(profile(x)/background),
                  start, start+2000, xtol=1e-10)


def formula_gaussian(background=NB, dose=Q, mean=R, sd=SIGMA):
    level = np.log(dose/(np.sqrt(2*np.pi)*sd*CM*background))
    return mean + sd*np.sqrt(2*level)


def formula_double_exp(background=NB, dose=Q):
    level = np.log(dose/(np.sqrt(2*np.pi)*SIGMA*CM*background))
    return R + SIGMA/np.sqrt(2)*(level + 0.5*np.log(np.pi))


# Equal dose, mean and variance; unequal kurtosis
kurtosis = []
for profile, expected in ((gaussian, 3), (double_exp, 6)):
    dose, mean, var = moments(profile, R-40*SIGMA)
    assert abs(dose/Q-1) < 1e-7 and abs(mean-R) < 1e-5
    assert abs(var/SIGMA**2-1) < 1e-7
    fourth = integrate(lambda x: profile(x)*(x-R)**4,
                       R-40*SIGMA, R, SIGMA)*CM/Q
    kurtosis.append(fourth/var**2)
    assert abs(kurtosis[-1]-expected) < 1e-5

# Junction formulas against root finding on the profiles
xg, xe = find_junction(gaussian), find_junction(double_exp)
assert abs(xg-formula_gaussian()) < 1e-6
assert abs(xe-formula_double_exp()) < 1e-6
assert gaussian(0.0) > NB and double_exp(0.0) > NB   # one junction only
peak_g, peak_e = gaussian(R), double_exp(R)
L = np.log(peak_g/NB)

# Peak-to-background ratios at which the two junctions coincide
root = np.sqrt(1-0.5*np.log(np.pi))
ratios, cross_depths = [], []
for lo, hi, sign in ((0.1, 1.2, -1), (1.5, 4.0, 1)):
    xc = brentq(lambda x: np.log(gaussian(x)/double_exp(x)),
                R+lo*SIGMA, R+hi*SIGMA)
    ratios.append(peak_g/gaussian(xc))
    cross_depths.append(xc)
    assert abs(ratios[-1]/np.exp((1+sign*root)**2)-1) < 1e-8

# Sign and growth of the gap, from root finding
table = []
for nb in (1e18, 1e17, 1e16, 1e15, 1e14):
    table.append((nb, find_junction(gaussian, nb),
                  find_junction(double_exp, nb)))
gaps = [e-g for _, g, e in table]
assert all(np.diff(gaps) > 0)
for (nb, _, _), gap in zip(table, gaps):
    assert (gap < 0) == (ratios[0] < peak_g/nb < ratios[1])

# Sensitivity to the background, by finite differences
h = 1e-3
slopes = [(find_junction(p, NB*np.exp(h))-find_junction(p, NB*np.exp(-h)))
          / (2*h) for p in (gaussian, double_exp)]
assert abs(slopes[0]+SIGMA/np.sqrt(2*L)) < 1e-3
assert abs(slopes[1]+B) < 1e-3

# Share of dose and variance held beyond the Gaussian junction
tail_dose = quad(double_exp, xg, xg+40*B, epsabs=0)[0]*CM/Q
tail_var = quad(lambda x: double_exp(x)*(x-R)**2, xg, xg+40*B,
                epsabs=0)[0]*CM/(Q*SIGMA**2)
tail_dose_g = quad(gaussian, xg, xg+10*SIGMA, epsabs=0)[0]*CM/Q
s = np.sqrt(2)*(xg-R)/SIGMA
assert abs(tail_dose/(0.5*np.exp(-s))-1) < 1e-6
assert abs(tail_var/(0.25*np.exp(-s)*(s*s+2*s+2))-1) < 1e-6
assert abs(tail_dose_g/(0.5*erfc((xg-R)/(SIGMA*np.sqrt(2))))-1) < 1e-6

# Annealing with uniform diffusivity: direct convolution on a 1 nm grid
D_ROUGH, T_ANNEAL = 2e-14, 10.0          # cm^2/s (rough, near 1000 C), s
w_thermal = np.sqrt(2*D_ROUGH*T_ANNEAL)/CM
W_TED = 40.0                             # nm, round allowance
offset = np.arange(-2500.0, 2501.0)
kernel_x = np.arange(-400.0, 401.0)
annealed = []
for w in (w_thermal, W_TED):
    kernel = np.exp(-kernel_x**2/(2*w*w))
    kernel /= kernel.sum()
    found = []
    for profile in (gaussian, double_exp):
        conc = np.convolve(profile(R+offset), kernel, mode="same")
        variance = (conc*offset**2).sum()/conc.sum()
        assert abs(variance/(SIGMA**2+w*w)-1) < 1e-3   # grid error at cusp
        assert abs(conc.sum()*CM/Q-1) < 1e-3
        side = (offset >= 0) & (offset <= 1200)
        found.append(R+np.interp(-np.log(NB), -np.log(conc[side]),
                                 offset[side]))
    assert abs(found[0]-formula_gaussian(sd=np.hypot(SIGMA, w))) < 0.05
    assert abs(found[1]-(xe+w*w/(2*B))) < 0.05
    assert found[1] > found[0]
    annealed.append(found)

# Surface: match dose, mean and variance of the part inside the wafer
outside, refitted = [], []
for profile in (gaussian, double_exp):
    outside.append(1-moments(profile, 0.0)[0]/Q)

    def mismatch(v):
        _, mean, var = moments(lambda x: profile(x, v[0], v[1]),
                               0.0, v[0], v[1])
        return [(mean-R)/SIGMA, var/SIGMA**2-1]

    m, sd = fsolve(mismatch, [R, SIGMA], epsfcn=1e-8)
    assert max(np.abs(mismatch([m, sd]))) < 1e-6
    kept = moments(lambda x: profile(x, m, sd), 0.0, m, sd)[0]
    refitted.append(find_junction(
        lambda x: profile(x, m, sd, Q*Q/kept), start=m))
assert refitted[1] > refitted[0]

# Channelling: a small part of the dose in a deeper exponential tail
F_CHANNEL, L_CHANNEL = 0.01, 100.0       # fraction, nm (round values)


def channelled(x):
    tail = F_CHANNEL*Q/(L_CHANNEL*CM)*np.exp(-(x-R)/L_CHANNEL)
    return (1-F_CHANNEL)*gaussian(x) + np.where(x > R, tail, 0.0)


_, mean_c, var_c = moments(channelled, R-40*SIGMA)
x_channel = find_junction(channelled)
x_channel_refit = formula_gaussian(mean=mean_c, sd=np.sqrt(var_c))
assert x_channel > x_channel_refit

# Half of the dose active
half_shift = [find_junction(lambda x, p=p: 0.5*p(x))-x0
              for p, x0 in ((gaussian, xg), (double_exp, xe))]

# Equilibrium Poisson equation: depth of the plane n = p
TEMP, NI, EPS_R, NV = 300.0, 1e10, 11.7, 2e19   # K, cm^-3, 1, cm^-3 (rough)
VT = const.k*TEMP/const.e
EPS = EPS_R*const.epsilon_0
debye = np.sqrt(EPS*VT/(const.e*NB*1e6))*1e9


def equal_carrier_plane(profile, step):
    x = np.arange(0.0, 4000.0+step/2, step)
    net = (NB-profile(x))/NI
    k = const.e*NI*1e6*(step*1e-9)**2/(EPS*VT)
    psi = np.arcsinh(net/2)
    for _ in range(400):
        res = (psi[2:]-2*psi[1:-1]+psi[:-2]
               + k*(net-2*np.sinh(psi))[1:-1])
        bands = np.ones((3, len(x)-2))
        bands[1] = -2-2*k*np.cosh(psi[1:-1])
        delta = solve_banded((1, 1), bands, -res)
        psi[1:-1] += np.clip(delta, -1, 1)
        if np.max(np.abs(delta)) < 1e-8:
            break
    else:
        raise AssertionError("Poisson iteration did not converge")
    i = np.nonzero(psi < 0)[0][-1]
    return x[i] - psi[i]*step/(psi[i+1]-psi[i])


planes = []
for profile in (gaussian, double_exp):
    coarse = equal_carrier_plane(profile, 4.0)
    fine = equal_carrier_plane(profile, 2.0)
    assert abs(coarse-fine) < 1.0
    planes.append(fine)
assert planes[1] > planes[0]

print("G = Gaussian, E = double exponential")
print(f"Dose {Q:.1e} cm^-2, background {NB:.1e} cm^-3")
print(f"Mean {R:.0f} nm, sigma {SIGMA:.0f} nm, decay length b {B:.2f} nm")
print(f"Kurtosis: G {kurtosis[0]:.3f}, E {kurtosis[1]:.3f}")
print(f"Peak: G {peak_g:.3e}, E {peak_e:.3e} cm^-3")
print(f"Surface value: G {gaussian(0.0):.2e}, E {double_exp(0.0):.2e} cm^-3")
print(f"G peak/background r {peak_g/NB:.1f}, L = ln r {L:.4f}")
print(f"Junction: G {xg:.1f}, E {xe:.1f}, gap {xe-xg:.1f} nm")
print(f"Junction in um: G {xg/1000:.3f}, E {xe/1000:.3f}")
print(f"Crossover r: {ratios[0]:.4f} and {ratios[1]:.3f}")
print(f"Crossover depths: {cross_depths[0]:.1f}, {cross_depths[1]:.1f} nm")
print(f"Crossover backgrounds: {peak_g/ratios[0]:.3e}, "
      f"{peak_g/ratios[1]:.3e} cm^-3")
print("Background (cm^-3), junction G, junction E, gap E-G (nm):")
for (nb, g, e), gap in zip(table, gaps):
    print(f"  {nb:.0e}  {g:.1f}  {e:.1f}  {gap:.1f}")
print(f"Slope dx_j/d ln NB: G {slopes[0]:.2f}, E {slopes[1]:.2f} nm")
print(f"Local slope per decade: G {slopes[0]*np.log(10):.1f}, "
      f"E {slopes[1]*np.log(10):.1f} nm")
print(f"s at G junction {s:.4f}")
print(f"Dose share beyond G junction: G {100*tail_dose_g:.5f} %, "
      f"E {100*tail_dose:.4f} %")
print(f"E variance share beyond G junction {100*tail_var:.2f} %")
print("Neglected effects:")
print(f"Dose outside wafer: G {100*outside[0]:.4f} %, "
      f"E {100*outside[1]:.4f} %")
print(f"Matched inside wafer: G {refitted[0]:.1f}, E {refitted[1]:.1f}, "
      f"gap {refitted[1]-refitted[0]:.1f} nm")
print(f"Thermal anneal: D {D_ROUGH:.0e} cm^2/s (rough), {T_ANNEAL:.0f} s")
for name, w, (g, e) in zip(("thermal", "enhanced"),
                           (w_thermal, W_TED), annealed):
    print(f"Anneal {name}, w {w:.1f} nm: G {g:.1f}, E {e:.1f}, "
          f"gap {e-g:.1f} nm")
print(f"Channelled tail: {100*F_CHANNEL:.0f} % of dose, "
      f"decay length {L_CHANNEL:.0f} nm")
print(f"  new mean {mean_c:.2f} nm, new sigma {np.sqrt(var_c):.2f} nm")
print(f"  true junction {x_channel:.1f} nm, "
      f"refitted Gaussian {x_channel_refit:.1f} nm")
print(f"Half activation shift: G {half_shift[0]:.1f}, "
      f"E {half_shift[1]:.1f} nm")
print(f"Temperature {TEMP:.0f} K, n_i {NI:.0e} cm^-3 (rough), "
      f"eps_r {EPS_R}")
print(f"Debye length at background doping {debye:.1f} nm")
print(f"Plane n = p: G {planes[0]:.1f}, E {planes[1]:.1f}, "
      f"gap {planes[1]-planes[0]:.1f} nm")
print(f"Peak/N_v (N_v {NV:.0e} cm^-3, rough): G {peak_g/NV:.2f}, "
      f"E {peak_e/NV:.2f}")
print("OK")
```

Running it gives:

```
G = Gaussian, E = double exponential
Dose 1.0e+14 cm^-2, background 1.0e+15 cm^-3
Mean 300 nm, sigma 80 nm, decay length b 56.57 nm
Kurtosis: G 3.000, E 6.000
Peak: G 4.987e+18, E 8.839e+18 cm^-3
Surface value: G 4.41e+15, E 4.40e+16 cm^-3
G peak/background r 4986.8, L = ln r 8.5145
Junction: G 630.1, E 814.0, gap 183.9 nm
Junction in um: G 0.630, E 0.814
Crossover r: 1.1272 and 15.418
Crossover depths: 339.2, 487.1 nm
Crossover backgrounds: 4.424e+18, 3.234e+17 cm^-3
Background (cm^-3), junction G, junction E, gap E-G (nm):
  1e+18  443.4  423.3  -20.1
  1e+17  523.7  553.5  29.8
  1e+16  582.0  683.8  101.8
  1e+15  630.1  814.0  183.9
  1e+14  672.1  944.3  272.2
Slope dx_j/d ln NB: G -19.39, E -56.57 nm
Local slope per decade: G -44.6, E -130.3 nm
s at G junction 5.8359
Dose share beyond G junction: G 0.00184 %, E 0.1460 %
E variance share beyond G junction 3.49 %
Neglected effects:
Dose outside wafer: G 0.0088 %, E 0.2488 %
Matched inside wafer: G 630.3, E 826.0, gap 195.7 nm
Thermal anneal: D 2e-14 cm^2/s (rough), 10 s
Anneal thermal, w 6.3 nm: G 631.1, E 814.4, gap 183.3 nm
Anneal enhanced, w 40.0 nm: G 666.7, E 828.2, gap 161.5 nm
Channelled tail: 1 % of dose, decay length 100 nm
  new mean 301.00 nm, new sigma 80.84 nm
  true junction 760.5 nm, refitted Gaussian 634.4 nm
Half activation shift: G -13.7, E -39.2 nm
Temperature 300 K, n_i 1e+10 cm^-3 (rough), eps_r 11.7
Debye length at background doping 129.3 nm
Plane n = p: G 886.5, E 1012.7, gap 126.2 nm
Peak/N_v (N_v 2e+19 cm^-3, rough): G 0.25, E 0.44
OK
```
